# Precursor exposure for coating a narrowing hole by atomic layer deposition

Consider a round blind hole of depth $L$ and current diameter $d$, exposed to a precursor gas at pressure $P$ for a time $t$. The wall is full when it holds $K$ molecules per unit area. If the molecules collide with walls but not with one another, the chance that one of them reaches an empty site depends on which sites are already filled, but not on the pressure. Doubling $P$ then halves the required time, and doubling $K$ doubles it. The flux onto a surface is $P$ divided by a momentum built from the molecular mass $m$ and the thermal energy $kT$. The required exposure $E=Pt$ must therefore have the form

$$E=K\sqrt{2\pi mkT}\;f(a),\qquad a=\frac{L}{d},$$

because the two lengths can enter the dimensionless function $f$ only through their ratio. The factor $2\pi$ is chosen to make $f=1$ for a flat surface.

The growth of $f$ in a deep hole follows from counting. The wall needs a number of molecules proportional to $Ld$. The mouth receives them at a rate proportional to $d^2$, and the fraction reaching the far end of a long tube is proportional to $d/L$. Hence $f\propto Ld/(d^3/L)=a^2$. Narrowing reduces the number of molecules needed, but it reduces the supply faster.

This scaling supports the idea of adding squared aspect ratios from cycle to cycle, with three qualifications. The sum predicts exposure, pressure times time, and not the number of molecules consumed. It needs a prefactor and, in shallower holes, lower-order terms. It must also end at a stated open diameter $s$, because its value at closure depends on a last gap too small for the model.

The assumptions are these. Flow is molecular, and the molecules are points. Every impact sticks until that part of the wall holds $K$ molecules per unit area. From a full part molecules leave diffusely, with the cosine distribution. If they stuck only on empty sites, the sticking would fall with coverage, and even a flat surface would approach saturation only exponentially. The gas stored in the hole is negligible beside the adsorbed amount, so transport is quasi-steady. The other reactant always completes its own half of the cycle, and its exposure is not counted here.

The factor $\sqrt{2\pi mkT}$ comes from the Maxwell distribution. With number density $P/kT$, the flux onto a surface is

$$\Phi=\frac{P}{kT}\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\frac{P}{kT}\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{P}{\sqrt{2\pi mkT}} .$$

Next we need the flow through a long tube whose wall is already filled. Let the flux re-emitted by the wall be $\phi(z)=\phi(0)+\phi' z$, with $z$ measured inward. A molecule crossing the plane $z=0$ at angle $\theta$ to the axis last left the wall at $z=-\rho\cot\theta$, where $\rho$ is the distance back to the wall projected onto the cross-section. Diffuse emission carries $\phi/\pi$ per unit solid angle and projected area. The constant part of $\phi$ gives no net flow, since opposite directions cancel. With $\chi$ the azimuth, the gradient gives

$$J=-\frac{\phi'}{\pi}\int dA\int_0^{2\pi}\rho\,d\chi\int_0^\pi \cos\theta\cot\theta\,\sin\theta\,d\theta
=-\frac{\phi'}{2}\int dA\int_0^{2\pi}\rho\,d\chi ,$$

because the last integral is $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. For one azimuth, divide the circle of radius $R=d/2$ into parallel chords of length $c=2\sqrt{R^2-y^2}$. Integrating $\rho$ along a chord gives $c^2/2$, so

$$\int\rho\,dA=\int_{-R}^{R}2(R^2-y^2)\,dy=\frac{8R^3}{3},\qquad
J=-\frac{\phi'}{2}\,2\pi\,\frac{8R^3}{3}=-\frac{\pi d^3}{3}\phi' .$$

This is the cubic dependence on diameter used above.

Suppose now that the wall is full down to depth $z$ and empty beyond. The empty part absorbs everything that reaches it, so $\phi$ falls from a value $\phi_0$ near the mouth to about zero at $z$. Then $\phi'=-\phi_0/z$. Writing $A=\pi d^2/4$, we have

$$J=A\,\frac{4d}{3z}\,\phi_0,\qquad J=A(\Phi-\phi_0).$$

The second equation is the balance at the mouth: molecules enter with flux $\Phi$ and return with flux $\phi_0$. The first gives $\phi_0=3zJ/(4dA)$. Inserting this in the second gives $J(1+3z/4d)=A\Phi$, and the transmission probability is

$$W(z)=\frac{J}{A\Phi}\simeq\frac{1}{1+3z/4d}.$$

It tends to 1 for a very short tube and to $4d/3z$ for a very long one, as it should. Between them it is an interpolation, because the wall flux is not linear near the ends.

Each transmitted molecule fills new wall. If the boundary between full and empty wall is treated as sharp, conservation of molecules during $dt$ reads

$$\Phi\,\frac{\pi d^2}{4}\,W(z)\,dt=K\pi d\,dz .$$

Solving for $\Phi\,dt$ and integrating over the side wall gives

$$\Phi t_{\rm side}=\frac{4K}{d}\int_0^L\left(1+\frac{3z}{4d}\right)dz
=\frac{4K}{d}\left(L+\frac{3L^2}{8d}\right)=K\left(4a+\frac32a^2\right).$$

With a sharp front the bottom fills last. In the hole itself many molecules fly past the front, and the bottom is full before the lowest part of the side wall, so this order is part of the approximation. The bottom has area $\pi d^2/4$ and, once the side wall is full, is reached with probability $W(L)$. Its balance, $\Phi(\pi d^2/4)W(L)t_{\rm bottom}=K\pi d^2/4$, gives $\Phi t_{\rm bottom}=K(1+3a/4)$. Since $E=\sqrt{2\pi mkT}\,\Phi t$, adding the two contributions yields

$$f(a)=1+\frac{19}{4}a+\frac32a^2 .$$

This is a formula for deep holes. At $a\to0$ it returns the flat-surface value 1, which is too small for a shallow hole with a side wall. Such a wall faces the gas over only half its field of view. It receives at most $\Phi/2$ until the bottom is full and re-emits, which cannot happen before $\Phi t=K$. The wall therefore needs at least $\Phi t=3K/2$. This is only a bound: in the corner, floor and wall each see half the gas and mostly each other, and complete coverage of a very shallow hole needs close to $\Phi t=2K$. A hole open at both ends shows how strongly access matters. By symmetry each front covers a length $L/2$, and there is no bottom. Replacing $a$ by $a/2$ in the side-wall result gives $2a+3a^2/8$, so the leading exposure is a quarter of that for the blind hole.

These approximations were tested against a ballistic calculation that divides the wall into rings. It uses the geometrical view factors between them and follows the filling without assuming $W$ or a sharp front. At $a=5$ the formula for $W$ is about 10% above the ring value, and at $a=40$ about 3% above. Too large a transmission, taken alone, would make the predicted exposure too small. At $a=5$ the exposure formula is nevertheless high: 62.2 against 58.4, in units of $K\sqrt{2\pi mkT}$. Halving the ring width changes the latter to 58.5; with much narrower rings and the bottom divided into annuli it settles near 58.7. The sharp front errs in the opposite direction. Molecules passing the boundary land at various depths and partly fill the wall and bottom ahead, so for a given total uptake the completely filled tube is shorter than assumed. The sign of the result shows that this effect outweighs the error in $W$ at $a=5$. At $a=40$ the formula gives 2591.0 and the ring calculation 2583.9. This difference of 0.3% is smaller than the discretization error: with rings four times narrower the ring value rises to about 2593, roughly 0.1% above the formula. The second difference over $a=20,30,40$ gives a quadratic coefficient of 1.50 with eight rings per diameter and 1.51 with rings four times narrower, within 1% of the derived $3/2$.

Let the film now grow by $g$ per side in every cycle. Before cycle $n=0,1,\ldots,N-1$ the diameter is $d_n=d_0-2gn$, and after the last cycle it is $d_N=s$. The film raises both the bottom and the surrounding top surface by $g$, so the depth is kept at $L$ for the moment. With $a_n=L/d_n$, the total minimum exposure is

$$E_{\rm tot}=K\sqrt{2\pi mkT}\sum_{n=0}^{N-1}\left(1+\frac{19}{4}a_n+\frac32a_n^2\right).$$

Both sums have closed forms. Put $x=d_0/2g$, so that $d_n=2g(x-n)$. The digamma function $\psi$ and its derivative $\psi_1$ obey $\psi(y+1)-\psi(y)=1/y$ and $\psi_1(y)-\psi_1(y+1)=1/y^2$. Adding these differences for $y=x,x-1,\ldots,x-N+1$ cancels all intermediate terms and leaves

$$\sum a_n=\frac{L}{2g}\left[\psi(x+1)-\psi(x-N+1)\right],$$

$$\sum a_n^2=\left(\frac{L}{2g}\right)^2\left[\psi_1(x-N+1)-\psi_1(x+1)\right].$$

A simpler estimate of the second sum shows its structure. Replace $1/d_n^2$ by the slightly larger quantity

$$\frac{1}{d_n^2-g^2}=\frac{1}{2g}\left(\frac{1}{d_n-g}-\frac{1}{d_n+g}\right).$$

Since $d_n-g=d_{n+1}+g$, neighbouring terms cancel in the sum. The last remaining denominator is $d_{N-1}-g=s+g$. Using $d_0-s=2gN$, we obtain

$$\sum a_n^2<\frac{L^2}{2g}\left(\frac{1}{s+g}-\frac{1}{d_0+g}\right)
=\frac{NL^2}{(d_0+g)(s+g)} .$$

Each replaced term exceeds the original by a fraction $g^2/d_n^2$ of itself, so the bound is high by less than $(g/d_{N-1})^2$ relative to its own value. For $g\ll s$ it becomes

$$\sum a_n^2\simeq N a_0a_N .$$

The mean squared aspect ratio is thus the product of the initial and final aspect ratios. When the quadratic term dominates,

$$E_{\rm tot}\simeq\frac34\,\frac{K}{g}\sqrt{2\pi mkT}\;L^2\left(\frac1s-\frac1{d_0}\right).$$

The ratio $K/g$ is the number of precursor molecules used per unit volume of film. If a process adds less film per cycle because $K$ falls in proportion to $g$, more cycles are needed, but the total exposure to a given $s$ is unchanged at this order. For $s\ll d_0$ the initial diameter drops out as well, and the total varies as $L^2/s$.

As a numerical example with round model parameters, take $d_0=100$ nm, $L=2000$ nm, $g=0.1$ nm and $s=10$ nm. Let $K=3$ nm$^{-2}$, the precursor mass be 200 u and $T=500$ K. The number of cycles is $N=(100-10)/0.2=450$. The flat-surface exposure is $K\sqrt{2\pi mkT}=3.6006\times10^{-4}$ Pa s. In the first cycle $a_0=20$, so

$$E_0=3.6006\times10^{-4}\,(1+95+600)\ \text{Pa s}=0.2506\ \text{Pa s}.$$

Before the last cycle the diameter is 10.2 nm and the aspect ratio 196.1. The same formula then gives 21.10 Pa s. This lies beyond the largest aspect ratio covered by the ring calculation, $a=40$, and rests on the derived long-tube limit.

The sums are $\sum a_n=22936.2$ and $\sum a_n^2=1.7803\times10^6$. The product rule gives $450\times20\times200=1.800\times10^6$, about 1.1% above the latter. The three parts of the total are

$$E_{\rm tot}=3.6006\times10^{-4}\left(450+\frac{19}{4}\,22936.2+\frac32\,1.7803\times10^6\right)\text{Pa s}\simeq1001\ \text{Pa s},$$

or $7.5\times10^6$ langmuir, with one langmuir equal to $10^{-6}$ Torr s. The quadratic term supplies 96.1% of it.

The exposure is concentrated near the end. In the leading approximation, the part spent between diameters $d_*$ and $s$ is proportional to $1/s-1/d_*$. It is half the total when $1/d_*=(1/s+1/d_0)/2$, which gives $d_*\simeq18$ nm here. The full sum agrees: the last 43 of the 450 cycles, starting at 18.6 nm, take half the exposure. Repeating the first pulse 450 times would supply 112.8 Pa s, about nine times too little. Repeating the last pulse would saturate every cycle but cost 9495 Pa s, more than nine times the minimum. In the leading approximation both factors are $d_0/s=10$, because $a_0^2$ or $a_N^2$ takes the place of $a_0a_N$.

The number of molecules consumed behaves differently. The number striking the mouth in one cycle is $\Phi t\,\pi d^2/4$, whose leading part is

$$\frac32Ka^2\,\frac{\pi d^2}{4}=\frac{3\pi}{8}KL^2 ,$$

independent of diameter. The number kept is about $K\pi dL$, so the kept share is about $8/(3a)$. In the example the number striking the mouth changes modestly, from $1.64\times10^7$ to $1.44\times10^7$ per hole, while the number kept falls from $1.91\times10^6$ to $1.93\times10^5$. The kept share drops from 11.6% to 1.3%; the remaining molecules leave through the mouth. The exposure rises because a narrower mouth needs more impacts per unit area to receive nearly the same number of molecules.

Several idealizations limit the accuracy of the total. On a concave wall, a layer of thickness $g$ has cross-section $\pi[d^2-(d-2g)^2]/4=\pi g(d-g)$, not $\pi gd$. At fixed film density the side-wall uptake is therefore smaller by the factor $1-g/d$. This lowers the total to 995.6 Pa s, or by 0.5%.

The depth also needs care. Conformal growth rounds the edge of the mouth, so the straight narrow part starts at the level of the original top surface and ends at the raised bottom. Its length is $L-gn$. Using this length, and treating the flared mouth as a sharp-edged opening, gives 965.0 Pa s, 3.6% below the constant-depth result. This overstates the correction, because the narrow throat of the flare still impedes the flow; a rough estimate that weights the flare by $d^{-3}$ reduces it to about 2%.

Molecular size can matter more. For a hard sphere of diameter $\sigma$, the centre moves in a channel of diameter $d-\sigma$. The leading supply falls as $(d-\sigma)^3$, while the wall still needs $K\pi dL$ molecules. The exposure is then multiplied by $(1-\sigma/d)^{-3}$, which is already 1.17 at $\sigma/d=0.05$. The total of the example is accordingly a point-molecule value of about $1.0\times10^3$ Pa s.

A low sticking probability $\beta$ brings another condition. A molecule then makes about $1/\beta$ impacts on empty wall before it stays. With steps of order $d$, it wanders a distance of order $d/\sqrt\beta$. The front is narrow compared with the depth only if $\beta a^2\gg1$; otherwise the reaction rate also controls the exposure.

Continuing the sum to closure exposes its limit. Let the last open diameter before the hole shuts be $2g\delta$, with $0<\delta\le1$. For $d_0\gg2g$ the term $\psi_1(x+1)$ is negligible, and

$$\sum a_n^2\simeq\left(\frac{L}{2g}\right)^2\psi_1(\delta),\qquad
\psi_1(\delta)=\sum_{k=0}^{\infty}\frac{1}{(k+\delta)^2}.$$

For $\delta=1$ this function is $\pi^2/6$. For $\delta=1/2$ it is four times the sum of inverse odd squares, $4\times\pi^2/8=\pi^2/2$, three times as large. As $\delta\to0$ it diverges as $1/\delta^2$.

In the example, $d_0=100.0$ nm leaves a last gap of 0.2 nm and a formal sum of $1.643\times10^8$, of which the final cycle alone contributes 60.9%. Starting from 99.9 nm leaves a last gap of 0.1 nm and gives $4.933\times10^8$. A change of 0.1% in the initial diameter has tripled the answer, through gaps in which a point molecule in a smooth tube is no longer a meaningful description. If both holes are instead stopped after 450 cycles, with about 10 nm still open, their sums differ by 1.1%. The ring calculations, sums and corrections are listed in the numerical output below.

## Values computed for the example and the checks

```
Transmission of a filled tube: ring model, formula
  a = 1: 0.5156, 0.5714
  a = 2: 0.3578, 0.4000
  a = 5: 0.1917, 0.2105
  a = 20: 0.0597, 0.0625
  a = 40: 0.0314, 0.0323
Scaled exposure of one cycle: ring model, formula
  a = 5: 58.4, 62.2
  a = 20: 688.4, 696.0
  a = 30: 1485.8, 1493.5
  a = 40: 2583.9, 2591.0
  a = 5 with rings half as wide: 58.5
Quadratic coefficient from ring model: 1.503
Five-cycle test, a from 5.0 to 12.5: ring 692.0, formula 717.5
Inputs: d0 = 100 nm, L = 2000 nm, g = 0.1 nm, s = 10 nm
Inputs: K = 3 nm^-2, mass = 200 u, T = 500 K
Number of cycles N: 450
Diameter before last cycle: 10.2 nm
Aspect ratio, first and last cycle: 20.0, 196.1
Aspect ratio after last cycle: 200.0
Flat-surface exposure K sqrt(2 pi m k T): 3.6006e-04 Pa s
Sum of a: 22936.2
Sum of a^2: 1.780333e+06
Telescoped upper bound: 1.780398e+06
N * a_initial * a_final: 1.800000e+06
Exposure, first cycle: 0.2506 Pa s
Exposure, last cycle: 21.10 Pa s
Total exposure: 1000.9 Pa s = 7.508e+06 langmuir
Quadratic part of total: 961.5 Pa s, share 96.1 %
Final cycles taking half the total: 43, starting at d = 18.6 nm
All pulses as first: 112.8 Pa s
All pulses as last: 9495 Pa s
Per hole, first cycle: struck 1.640e+07, kept 1.909e+06, kept share 11.64 %
Per hole, last cycle: struck 1.437e+07, kept 1.925e+05, kept share 1.34 %
Total with curvature-reduced uptake: 995.6 Pa s
Total for straight part L - g n: 965.0 Pa s
Formal sum of a^2 to closure, d0 = 100.0 nm: 1.6429e+08
Formal sum of a^2 to closure, d0 = 99.9 nm: 4.9328e+08
Ratio of these sums: 3.002
Same ratio when stopped after 450 cycles: 1.0110
Share of last cycle in formal sum, d0 = 100.0 nm: 60.9 %
```
